# The least total variance of a spin and the states attaining it, part 1

(Sections cited here and not found follow in the second part.)

## First half: how small the total variance can be

A spin has three components that do not commute, so no general rule allows all three to be sharp together. A single component can be made sharp, but unless the spin is zero the other two then fluctuate. A fair measure of the total fluctuation is the sum of the three variances, because this sum does not favour any axis. The problem is to find its least value for a spin of given size, and then to find every state that attains it.

The setting is a complex vector space of finite dimension with three Hermitian operators $J_x,J_y,J_z$. Angular momenta are given in units of $\hbar$ and variances in units of $\hbar^2$, so that

$$[J_x,J_y]=iJ_z,\qquad [J_y,J_z]=iJ_x,\qquad [J_z,J_x]=iJ_y .$$

The operators are assumed to act irreducibly: no subspace other than zero and the whole space is mapped into itself by all three. This is what is meant by a single spin multiplet. Part (h) shows what changes without this assumption.

A state is a density operator $\rho$, that is, a Hermitian operator with no negative eigenvalue and with $\mathrm{Tr}\,\rho=1$. It is pure if it is a projector $|\psi\rangle\langle\psi|$, and mixed otherwise. For a Hermitian operator $A$ write

$$\langle A\rangle=\mathrm{Tr}(\rho A),\qquad \mathrm{Var}\,A=\langle A^2\rangle-\langle A\rangle^2 .$$

The mean spin is the ordinary real vector $\mathbf m=(\langle J_x\rangle,\langle J_y\rangle,\langle J_z\rangle)$, and the quantity to be studied is

$$V=\mathrm{Var}\,J_x+\mathrm{Var}\,J_y+\mathrm{Var}\,J_z .$$

The three variances refer to three separate series of measurements on equally prepared spins. No joint measurement of the components is implied.

### (a) The multiplet

Let $j$ be the largest eigenvalue of $J_z$. Find the operator $J^2=J_x^2+J_y^2+J_z^2$, and find all eigenvalues of $J_z$ with their degeneracies.

**Solution.** First, $J^2$ commutes with $J_z$. The term $J_z^2$ does so trivially. For the others, use $[A^2,B]=A[A,B]+[A,B]A$ with $[J_x,J_z]=-iJ_y$ and $[J_y,J_z]=iJ_x$:

$$[J^2,J_z]=-i(J_xJ_y+J_yJ_x)+i(J_yJ_x+J_xJ_y)=0 .$$

The commutation relations keep their form under cyclic exchange of $x,y,z$, so $J^2$ also commutes with $J_x$ and $J_y$. Take an eigenvalue $\lambda$ of the Hermitian operator $J^2$. If $J^2v=\lambda v$, then $J^2(J_av)=J_aJ^2v=\lambda J_av$ for each component $a$. The eigenspace is therefore mapped into itself by all three components. It is not zero, so by irreducibility it is the whole space, and $J^2=\lambda\,1$.

Now introduce the ladder operators $J_\pm=J_x\pm iJ_y$, which are adjoints of each other. From $[J_z,J_x]=iJ_y$ and $[J_z,J_y]=-iJ_x$,

$$[J_z,J_\pm]=iJ_y\pm i(-iJ_x)=iJ_y\pm J_x=\pm J_\pm .$$

Hence $J_\pm$ changes an eigenvalue of $J_z$ by $\pm1$, unless it gives the zero vector. The products are

$$J_-J_+=J_x^2+J_y^2+i[J_x,J_y]=J^2-J_z^2-J_z,$$

$$J_+J_-=J_x^2+J_y^2-i[J_x,J_y]=J^2-J_z^2+J_z .$$

Let $|j,j\rangle$ be a normalized eigenvector of $J_z$ with the largest eigenvalue $j$. Since $j+1$ is not an eigenvalue, $J_+|j,j\rangle=0$. Applying $J_-$ to this equation gives $\lambda-j^2-j=0$, and therefore

$$J^2=j(j+1)\,1 .$$

Apply $J_-$ repeatedly to $|j,j\rangle$. The nonzero vectors so obtained have different eigenvalues $j,j-1,j-2,\dots$ and are linearly independent, so in a finite dimension the sequence must end. Let $v$ be its last nonzero vector, with eigenvalue $\mu$. Then $J_-v=0$, and

$$0=J_+J_-v=\left[j(j+1)-\mu^2+\mu\right]v .$$

The bracket equals $(j+\mu)(j+1-\mu)$. The second factor is positive because $\mu\le j$, so $\mu=-j$. Going from $j$ to $-j$ takes a whole number of unit steps, hence $2j$ is a nonnegative integer.

The span of these vectors is mapped into itself by $J_z$ and by $J_-$. It is also mapped into itself by $J_+$: each vector below the top is $J_-u$, where $u$ is the vector above it, and $J_+J_-u$ is a number times $u$. By irreducibility the span is the whole space. The dimension is thus $2j+1$, and the eigenvalues of $J_z$ are

$$k=-j,-j+1,\dots,j,$$

each nondegenerate.

The normalized eigenvectors are called $|j,k\rangle$. The squared length of $J_+|j,k\rangle$ is the mean of $J_-J_+$, namely $j(j+1)-k^2-k$. Choosing the phases so that the coefficients are not negative gives

$$J_+|j,k\rangle=\sqrt{j(j+1)-k(k+1)}\;|j,k+1\rangle .$$

The vector $|j,j\rangle$ is called the highest-weight state.

### (b) From three variances to one length

Express $V$ by $j$ and the length of the mean spin. What is the largest possible value of $V$?

**Solution.** Add the three variances and use the linearity of the trace:

$$V=\mathrm{Tr}\left[\rho(J_x^2+J_y^2+J_z^2)\right]-\langle J_x\rangle^2-\langle J_y\rangle^2-\langle J_z\rangle^2 .$$

The first term is $j(j+1)\,\mathrm{Tr}\,\rho=j(j+1)$ by part (a). The other three give $-|\mathbf m|^2$, so

$$V=j(j+1)-|\mathbf m|^2 .$$

This holds for pure and mixed states alike, because only $\mathrm{Tr}\,\rho=1$ was used. The mean squared length of the spin is the same in every state. What is not contained in the squared mean vector appears as fluctuation.

The largest value is $V=j(j+1)$, and it is taken precisely when $\mathbf m=0$. Such states exist for every $j$. One is the maximally mixed state $\rho=1/(2j+1)$: its mean spin vanishes because each component is $-i$ times a commutator, and a commutator has zero trace in a finite dimension.

The smallest $V$ belongs to the longest mean spin. A bound on $V$ thus requires a bound on $|\mathbf m|$. Bounding each component separately by $j$ would not be enough, since this alone would allow $|\mathbf m|^2$ up to $3j^2$. The three means belong to one state and have to be treated together.

### (c) The spin component along any axis

Let $\mathbf n=(\sin\theta\cos\phi,\ \sin\theta\sin\phi,\ \cos\theta)$ be a unit vector and

$$U=e^{-i\phi J_z}e^{-i\theta J_y}.$$

Calculate $UJ_zU^\dagger$. What are the eigenvalues and eigenvectors of $\mathbf n\cdot\mathbf J=n_xJ_x+n_yJ_y+n_zJ_z$?

**Solution.** Begin with the inner rotation and define

$$A(\theta)=e^{-i\theta J_y}J_ze^{i\theta J_y},\qquad B(\theta)=e^{-i\theta J_y}J_xe^{i\theta J_y}.$$

In the derivative, the left exponential contributes $-iJ_y$ and the right one $+iJ_y$. Together they form a commutator between the exponentials:

$$A'=e^{-i\theta J_y}\left(-i[J_y,J_z]\right)e^{i\theta J_y}=B,$$

because $-i\cdot iJ_x=J_x$. In the same way,

$$B'=e^{-i\theta J_y}\left(-i[J_y,J_x]\right)e^{i\theta J_y}=-A,$$

because $[J_y,J_x]=-iJ_z$ and $(-i)(-i)=-1$. Thus $A''=-A$, with the initial values $A(0)=J_z$ and $A'(0)=J_x$. The solution is

$$A(\theta)=J_z\cos\theta+J_x\sin\theta .$$

The outer rotation leaves $J_z$ unchanged. For $J_x$ the same calculation applies, with $-i[J_z,J_x]=J_y$ and $-i[J_z,J_y]=-J_x$. It gives

$$e^{-i\phi J_z}J_xe^{i\phi J_z}=J_x\cos\phi+J_y\sin\phi .$$

Inserting this in $A(\theta)$ yields

$$UJ_zU^\dagger=J_x\sin\theta\cos\phi+J_y\sin\theta\sin\phi+J_z\cos\theta=\mathbf n\cdot\mathbf J .$$

Since $U$ is unitary, $U^\dagger U=1$, and

$$(\mathbf n\cdot\mathbf J)\,U|j,k\rangle=UJ_zU^\dagger U|j,k\rangle=k\,U|j,k\rangle .$$

The component along any axis therefore has the same eigenvalues $-j,\dots,j$ as $J_z$, again nondegenerate, with eigenvectors $U|j,k\rangle$. The top eigenvector is written

$$|\mathbf n\rangle=U|j,j\rangle$$

and is called a rotated highest-weight state. Its projector $P=|\mathbf n\rangle\langle\mathbf n|$ depends on $\mathbf n$ alone. Any other unitary $W$ with $WJ_zW^\dagger=\mathbf n\cdot\mathbf J$ also carries $|j,j\rangle$ into the nondegenerate top eigenspace, and can change the vector by a phase at most.

### (d) The least value

Find the greatest possible length of the mean spin, and from it the greatest lower bound on $V$.

**Solution.** If $\mathbf m\ne0$, choose the axis along the mean spin, $\mathbf n=\mathbf m/|\mathbf m|$. Then

$$|\mathbf m|=\mathbf n\cdot\mathbf m=\mathrm{Tr}(\rho\,\mathbf n\cdot\mathbf J).$$

The length of a vector has thus become the mean of a single operator, whose eigenvalues are known. Evaluate the trace in its eigenbasis. The probabilities

$$p_k=\langle j,k|U^\dagger\rho\,U|j,k\rangle\ge0,\qquad \sum_kp_k=1,$$

give

$$|\mathbf m|=\sum_{k=-j}^{j}k\,p_k\le j\sum_kp_k=j .$$

If $\mathbf m=0$, the inequality $|\mathbf m|\le j$ is evident. Part (b) now yields

$$V=j(j+1)-|\mathbf m|^2\ge j(j+1)-j^2=j .$$

The value $j$ is attained. In the state $|j,j\rangle$ the mean of $J_z$ is $j$, so $|\mathbf m|\ge j$. Together with the bound just proved this means $|\mathbf m|=j$ and $V=j$. The greatest lower bound is therefore

$$V\ge j$$

for every state of the multiplet, pure or mixed.

For $j=0$ the space has one dimension, all components vanish and $V=0$. For large $j$ the least fluctuation $\sqrt V=\sqrt j$ grows, but relative to the greatest mean length $j$ it is $1/\sqrt j$ and tends to zero. In this sense a long spin can point in a direction as a classical vector does. This describes the best states only: when $\mathbf m=0$, the fluctuation $\sqrt{j(j+1)}$ is as large as the spin itself.

### (e) The part played by the commutator

Derive $|\mathbf m|\le j$ once more from the positivity of a product $K^\dagger K$, without using the eigenvalues of $\mathbf n\cdot\mathbf J$. What would remain of the bound if the commutator term were dropped?

**Solution.** Let $\mathbf m\ne0$, and let $\mathbf e_1,\mathbf e_2,\mathbf n$ be a right-handed set of orthogonal unit vectors with $\mathbf n$ along $\mathbf m$. Write $J_1,J_2,J_3$ for the components along them. For any two vectors the commutation relations give $[\mathbf a\cdot\mathbf J,\mathbf b\cdot\mathbf J]=i(\mathbf a\times\mathbf b)\cdot\mathbf J$, so $[J_1,J_2]=iJ_3$. With $K=J_1+iJ_2$,

$$K^\dagger K=J_1^2+J_2^2+i[J_1,J_2]=J^2-J_3^2-J_3 .$$

The mean of $K^\dagger K$ cannot be negative, and $\langle J_3\rangle=|\mathbf m|$. Hence

$$0\le j(j+1)-\langle J_3^2\rangle-|\mathbf m| .$$

A variance cannot be negative either, so $\langle J_3^2\rangle\ge|\mathbf m|^2$, and

$$|\mathbf m|^2+|\mathbf m|\le j^2+j .$$

The function $x^2+x$ increases for $x\ge0$, which gives $|\mathbf m|\le j$.

The term linear in $|\mathbf m|$ comes from $i[J_1,J_2]$. Without it the inequality would read $|\mathbf m|^2\le j(j+1)$, which by part (b) says no more than $V\ge0$. In this derivation the whole amount $j$ by which the bound exceeds zero is due to the two components transverse to the mean spin failing to commute.

## Second half: the states that attain it

The following is taken from the first half. The operators $J_x,J_y,J_z$ act irreducibly on a space of dimension $2j+1$, with $\hbar=1$ and $J^2=j(j+1)$. A state $\rho$ has the mean spin $\mathbf m=\mathrm{Tr}(\rho\mathbf J)$ and the total variance

$$V=j(j+1)-|\mathbf m|^2\ge j .$$

For a unit vector $\mathbf n$, the component $\mathbf n\cdot\mathbf J$ has the nondegenerate eigenvalues $k=-j,\dots,j$. Its top eigenvector is the rotated highest-weight state $|\mathbf n\rangle=U|j,j\rangle$, with projector $P=|\mathbf n\rangle\langle\mathbf n|$. If $\mathbf n$ lies along $\mathbf m$, and $p_k$ is the probability of the value $k$ in the state $\rho$, then $|\mathbf m|=\sum_kk\,p_k$.

### (f) Which states give equality?

Find every density operator with $V=j$. Can a mixed state be among them?

**Solution.** For $j=0$ the only state is $\rho=1$, which is the projector on $|0,0\rangle$. Let $j>0$. From $V=j$ follows $|\mathbf m|^2=j^2$, so $|\mathbf m|=j$. The mean spin is not zero, and $\mathbf n=\mathbf m/|\mathbf m|$ is well defined. Since the probabilities add to one,

$$0=j-|\mathbf m|=\sum_k(j-k)\,p_k .$$

No term of the sum is negative, so each one vanishes. For $k<j$ the factor $j-k$ is positive, which requires $p_k=0$. What remains is $p_j=\mathrm{Tr}(\rho P)=1$.

It must still be shown that this fixes the whole operator $\rho$, including its off-diagonal elements. Let $Q=1-P$, which is also a projector, and let $X=\rho^{1/2}Q$. Then

$$\mathrm{Tr}(X^\dagger X)=\mathrm{Tr}(Q\rho\,Q)=\mathrm{Tr}(\rho\,Q)=1-p_j=0 .$$

The trace of $X^\dagger X$ is the sum of the squared absolute values of all matrix elements of $X$, so $X=0$. Multiplying by $\rho^{1/2}$ from the left gives $\rho\,Q=0$, or $\rho=\rho P$. The adjoint equation is $\rho=P\rho$. Together they give

$$\rho=P\rho P=\langle\mathbf n|\rho|\mathbf n\rangle\,P=p_jP=P .$$

Every state with $V=j$ is therefore a pure rotated highest-weight state, and no mixed state is among them. The nondegeneracy of the top eigenvalue is essential here. It makes $P$ a projector on a single vector and leaves no room for a mixture.

The total variance of a single spin multiplet obeys $V\ge j$, and only pure rotated highest-weight states can give equality. It remains to check that all of these states do so and to find their fluctuations, and then to treat several multiplets, states close to the bound, mixing, and the example $j=2$.
